# Tip height of a released cantilever with a stress gradient

**Problem.** A straight cantilever of length $L=100$ µm and thickness $t=2$ µm is etched from a film with Young's modulus $E=160$ GPa. While the film is still attached to the layer beneath it, its stress along the beam is

$$
\sigma(z)=\sigma_0+\Gamma z,\qquad \Gamma=10\ \text{MPa/µm},\qquad \sigma_0=20\ \text{MPa}.
$$

Here $z$ is measured upward from mid-thickness, and tension is positive. There is no stress across the width. The layer beneath is then removed, and the beam is held only at its root, which is taken as rigid. Which way does the tip move, and how far? How does the answer change if the attached film has the same stress in both in-plane directions?

## A tempting solution

The stress difference between the top and bottom faces is

$$
\Delta\sigma=\Gamma t=(10\ \text{MPa/µm})(2\ \text{µm})=20\ \text{MPa}.
$$

Upon release the top face wants to shorten more than the bottom face. The difference in strain is $\Delta\sigma/E$, so the difference in length is

$$
\delta=\frac{\Delta\sigma}{E}L
=\frac{20\ \text{MPa}}{160\,000\ \text{MPa}}\,(100\ \text{µm})
=0.0125\ \text{µm}.
$$

The tip therefore rises by 12.5 nm.

## Where it fails

The length difference $\delta$ is correct. The last sentence is the fault: $\delta$ is a distance along the beam, whereas the tip height is a distance perpendicular to it.

Two faces of different length, a distance $t$ apart, can fit together if the beam bends. The end section then turns through the angle

$$
\theta_L=\frac{\delta}{t}=\frac{0.0125\ \text{µm}}{2\ \text{µm}}=6.25\times10^{-3}\ \text{rad}.
$$

This angle builds up evenly from zero at the root, so the average slope is $\theta_L/2$ and the height is

$$
w(L)=\frac{\theta_L}{2}L=\frac{L}{2t}\,\delta .
$$

The missing factor is $L/(2t)=25$. This repair assumes that the beam bends evenly and that the mean stress plays no part in the bending. Both statements follow from equilibrium.

## The right solution

**Strain.** Displacements are measured from the attached, straight state. Let $w(x)$ be the upward displacement at distance $x$ from the root, and $u_0(x)$ the axial displacement at mid-thickness. In a slender beam, cross-sections stay plane and perpendicular to the bent axis. For a small slope $w'$, a point at height $z$ then moves along the beam by

$$
u(x,z)=u_0(x)-z\,w'(x).
$$

The minus sign arises because a section that tilts with an upward slope carries its upper part back toward the root. Differentiating with respect to $x$ gives the strain added by release:

$$
\varepsilon(z)=a-\kappa z,\qquad a=u_0',\qquad \kappa=w''.
$$

Positive $\kappa$ means upward curling.

**Stress after release.** With no stress across the width, the added axial stress is $E\varepsilon$. The total is

$$
\sigma_{\rm f}(z)=\sigma_0+\Gamma z+E(a-\kappa z)
=(\sigma_0+Ea)+(\Gamma-E\kappa)z .
$$

**Equilibrium.** Cut the beam in thought at any $x$. Nothing touches the part between the cut and the tip, and its weight is neglected for now. The stress on the cut must therefore have zero resultant force and zero moment. For the force, the term odd in $z$ integrates to zero:

$$
0=\int_{-t/2}^{t/2}\sigma_{\rm f}\,dz=(\sigma_0+Ea)\,t
\quad\Rightarrow\quad a=-\frac{\sigma_0}{E}.
$$

For the moment, the constant term drops out, and $\int_{-t/2}^{t/2}z^2dz=t^3/12$:

$$
0=\int_{-t/2}^{t/2}\sigma_{\rm f}\,z\,dz=(\Gamma-E\kappa)\frac{t^3}{12}
\quad\Rightarrow\quad \kappa=\frac{\Gamma}{E}.
$$

The mean stress sets the change in length and the gradient sets the curvature. Both brackets in $\sigma_{\rm f}$ are now zero, so a linear stress profile relaxes completely.

**Tip height.** The curvature is the same at every $x$. A rigid root imposes $w(0)=0$ and $w'(0)=0$. Integrating $w''=\kappa$ twice gives

$$
w'(x)=\kappa x,\qquad w(x)=\frac{\kappa x^2}{2},\qquad
w(L)=\frac{\Gamma L^2}{2E}.
$$

**Numbers.** Since $160$ GPa is $160\,000$ MPa,

$$
\kappa=\frac{10\ \text{MPa/µm}}{160\,000\ \text{MPa}}
=6.25\times10^{-5}\ \text{µm}^{-1},
$$

which is a radius of curvature of 16 mm. The height is

$$
w(L)=\frac{(6.25\times10^{-5}\ \text{µm}^{-1})(100\ \text{µm})^2}{2}
=0.3125\ \text{µm},
$$

or about 0.31 µm. The tip moves up, because the top face was the more tensile one and shortens more. If $\Gamma$ changes sign, the tip moves down by the same amount.

The mean stress shortens the beam by $\sigma_0L/E=12.5$ nm. This equals $\delta$ because $\sigma_0$ and $\Delta\sigma$ were both chosen as 20 MPa; the two lengths have different meanings.

A two-dimensional finite-element calculation, which does not assume that sections stay plane, also gives 0.3125 µm for a rigid root. The value is unchanged to these digits when the 20 MPa mean stress is added, or when the thickness is reduced to 1 µm at fixed $\Gamma$. Halving the length gives 0.0781 µm, one quarter of the height. These values are for plane stress. In three dimensions a rigid root also blocks the bending across the width near the clamp; for a beam 10 µm wide this lowers the tip by about 1 nm, to 0.3116 µm.

The thickness cancels when $\Gamma$ is held fixed. If the stress difference $\Delta\sigma$ between the faces is held fixed instead, then $\Gamma=\Delta\sigma/t$ and

$$
w(L)=\frac{\Delta\sigma\,L^2}{2Et},
$$

so a thinner beam curls more.

**Is the small-slope formula good enough?** A beam of uniform curvature is a circular arc. At distance $s$ along it the slope angle is $\kappa s$, so the tip height is

$$
\int_0^L\sin(\kappa s)\,ds=\frac{1-\cos\kappa L}{\kappa}
=\frac{\kappa L^2}{2}\left[1-\frac{(\kappa L)^2}{12}+\cdots\right],
$$

where $\cos\phi=1-\phi^2/2+\phi^4/24-\cdots$ was used. With $\kappa L=6.25\times10^{-3}$, the fractional reduction is $3.3\times10^{-6}$. It would matter for a beam whose tip slope approached one radian. Here it is smaller than another neglected term: the shortening of the beam by the mean stress lowers the height by a fraction of about $\sigma_0/E=1.25\times10^{-4}$, or 0.04 nm.

## Equal stress in both in-plane directions

Suppose now that the attached film has $\sigma_x=\sigma_y=\sigma_0+\Gamma z$, with $y$ across the width. Hooke's law for a thin film with Poisson ratio $\nu$ relates changes of strain and stress by

$$
\Delta\varepsilon_x=\frac{\Delta\sigma_x-\nu\,\Delta\sigma_y}{E}.
$$

Try a final state without stress, for which $\Delta\sigma_x=\Delta\sigma_y=-(\sigma_0+\Gamma z)$. Then

$$
\Delta\varepsilon_x=-\frac{1-\nu}{E}(\sigma_0+\Gamma z),
$$

and $\Delta\varepsilon_y$ is the same. These strains are linear in $z$, so bending and uniform contraction can produce them. The stress-free state is therefore reachable by a strip that is free to bend in both directions, and it satisfies equilibrium. This holds while the stretching of the mid-plane that double curvature requires is negligible, that is for $\kappa b^2/t\ll1$ with $b$ the width. For $b=10$ µm this ratio is 0.002; near 1 the axial curvature is already changed by about 1%, and more for wider or thinner strips. Comparison with $a-\kappa z$ gives

$$
\kappa=\frac{(1-\nu)\Gamma}{E},\qquad
w(L)=\frac{(1-\nu)\Gamma L^2}{2E}.
$$

For $\nu=0.22$ the height is $0.78\times0.3125=0.244$ µm, which is 22% less than before. The quantity $E/(1-\nu)$, here 205 GPa, is the biaxial modulus. The height 0.31 µm would return if the quoted 160 GPa were itself the biaxial modulus. A modulus and a stress gradient therefore do not fix the curl until it is known which modulus and which state of stress are meant.

The two results are consistent. Suppose the sides of the strip are etched first, and this relieves $\sigma_y$ fully while the layer beneath still prevents any change in $\varepsilon_x$. Setting $\Delta\varepsilon_x=0$ gives $\Delta\sigma_x=\nu\,\Delta\sigma_y=-\nu(\sigma_0+\Gamma z)$. The axial gradient left in the strip is $(1-\nu)\Gamma=7.8$ MPa/µm. Inserting this value into the uniaxial formula gives 0.244 µm again.

A clamped root resists bending across the width. To see the effect in its extreme form, let this bending be blocked along the whole beam. Then $\varepsilon_y$ does not vary with $z$, and the part of the axial stress proportional to $z$ is

$$
\left(\Gamma-\frac{E}{1-\nu^2}\kappa\right)z .
$$

Zero moment requires $\kappa=(1-\nu^2)\Gamma/E$, and the height is 0.297 µm. In a narrow beam the blocking should be confined to the region near the root. If it is assumed to extend over one width, $b=10$ µm, the extra curvature there is $[(1-\nu^2)-(1-\nu)]\Gamma/E=\nu(1-\nu)\Gamma/E$. The resulting rotation acts over an average distance $L-b/2$ to the tip:

$$
\nu(1-\nu)\frac{\Gamma}{E}\,b\left(L-\frac b2\right)\approx10\ \text{nm}.
$$

This is an overestimate: the blocking is complete only at the root itself and fades over a distance comparable with the width, so the true increase is a few nanometres.

## When the root is not rigid

A real anchor deforms. Far from the root, equilibrium still fixes the curvature, so an elastic anchor can add only a displacement $c$ and a rotation $\theta_0$:

$$
w(x)=c+\theta_0x+\frac{\kappa x^2}{2}.
$$

The mean stress, which does not bend the beam, can contribute to $\theta_0$. Its size was computed for one geometry in plane stress. The film continues 20 µm behind the root, on a block 10 µm deep with the same modulus. The back of the film and the back and bottom of the block are held. The gradient then raises the tip by a further 8 nm or so, and the 20 MPa mean tension raises it by about 21 nm. The stress is singular at the inner corner of the anchor, so both values converge slowly; halving the element size to 0.5 µm changed the one from the mean tension by no more than 10%. Together they add about 9% to the 312.5 nm of the rigid-root result. Another anchor would give other values.

Heights measured at three equally spaced points separate curvature from rotation. With spacing $h$, the terms in $c$ and $\theta_0$ cancel:

$$
w(x+h)-2w(x)+w(x-h)
=\frac{\kappa}{2}\left[(x+h)^2-2x^2+(x-h)^2\right]=\kappa h^2 .
$$

Applied to the computed shape with the gradient alone, at $x=30$, 60 and 90 µm, this recovers $\Gamma/E$ to within 0.1%. A height measured at the tip alone would assign the anchor rotation to the gradient.

## Other stress profiles and a surface oxide

For an arbitrary initial profile $\sigma(z)$ in a beam of uniform modulus, the moment condition reads

$$
\int_{-t/2}^{t/2}\left[\sigma(z)+E(a-\kappa z)\right]z\,dz=0
\quad\Rightarrow\quad
\kappa=\frac{12}{Et^3}\int_{-t/2}^{t/2}\sigma(z)\,z\,dz .
$$

The first moment of the stress sets the curvature. If the profile is not linear, some stress remains after release, because $a-\kappa z$ cannot cancel it at every height.

A thin skin on the top face, with stress $s$ and thickness $d\ll t$, contributes approximately $s\,d\,(t/2)$ to the integral. Hence

$$
\kappa_{\rm skin}\approx\frac{6sd}{Et^2}.
$$

Take a native oxide 2 nm thick with a compressive stress of 300 MPa, both rough values, and treat its stress as uniaxial. Then

$$
\kappa_{\rm skin}\approx
\frac{6(-300\ \text{MPa})(0.002\ \text{µm})}{(160\,000\ \text{MPa})(2\ \text{µm})^2}
=-5.6\times10^{-6}\ \text{µm}^{-1}.
$$

Multiplication by $L^2/2$ gives $-28$ nm: the tip is lowered by 9% of the rigid-root height. If the oxide stress is equal in both in-plane directions, as is usual for a surface film, the factor $1-\nu$ reduces this to $-22$ nm, or 7%. Equal oxides on both faces have opposite first moments, and their bending effects cancel.

## Comparison with a real beam

The parameters are rough values for a surface-micromachined polysilicon beam. The modulus and thickness are ordinary for that process. The gradient depends strongly on deposition and annealing, so 10 MPa/µm is an illustrative value, and the height scales in proportion to it. Three assumptions to check for such a beam are the uniaxial stress, the rigid root and the clean top face. For the numbers used here, dropping them one at a time changes the height by about $-22\%$, $+9\%$ and $-9\%$ respectively.

The modulus also depends on crystal direction. With $\Gamma$ held fixed, a single-crystal silicon beam would rise 0.38 µm along a ⟨100⟩ direction ($E\approx130$ GPa) and 0.29 to 0.30 µm along ⟨110⟩ ($E\approx169$ to $170$ GPa). A polycrystalline film averages over its grains, with a result that depends on their preferred orientation. A film with a modulus lower by 0.6% and the same $\Gamma$ while attached would rise 1.9 nm more. Silicon softens by about this much when heated by 100 K, at a rough $-60$ ppm/K, but heating a uniform beam after release does not raise its tip in this way: the beam carries no stress, so a change of modulus leaves its shape unchanged.

The weight can be checked from the bending moment $M(x)=q(L-x)^2/2$, where $q=\rho gbt$ is the weight per length. Each element bends by $M\,dx/(EI)$, with $I=bt^3/12$, and lowers the tip by that angle times $L-x$:

$$
w_g=\int_0^L\frac{q(L-x)^3}{2EI}\,dx=\frac{qL^4}{8EI}
=\frac{3\rho gL^4}{2Et^2}.
$$

For a density of 2330 kg/m³ this is 0.0054 nm, so neglecting the weight was justified. The inputs and the remaining values are listed in the numerical output.

## Table of computed values

```
INPUTS (rough polysilicon values)
length L: 100 um
thickness t: 2 um
width: 10 um
Young's modulus E: 160 GPa
Poisson ratio: 0.22 (no unit)
stress gradient: 10 MPa/um
mean stress: 20 MPa
MAIN RESULT (uniaxial stress, rigid root)
stress difference top minus bottom: 20 MPa
axial strain from mean stress: -0.000125 (no unit)
length change from mean stress: -12.5 nm
curvature: 62.5 1/m
radius of curvature: 16 mm
tip slope: 6.25 mrad
tip height: 0.3125 um
tip height, converted: 312.5 nm
FULL ELASTICITY, RIGID ROOT
tip height: 0.3125 um
tip height with mean stress added: 0.3125 um
tip height at thickness 1 um: 0.3125 um
tip height at half length: 0.0781 um
EQUI-BIAXIAL STRESS
biaxial modulus E/(1-nu): 205.1 GPa
tip height, free transverse bending: 0.2438 um
tip height, blocked transverse bending: 0.2974 um
extra height if blocked over one width: 10 nm
NEGLECTED EFFECTS
anchor: root slope from gradient: 0.077 mrad
anchor: root slope from mean stress: 0.2 mrad
anchor: tip change from gradient: 7.8 nm
anchor: tip change from mean stress: 21 nm
native oxide thickness: 2 nm
native oxide stress: -300 MPa
tip change, oxide on top only: -28 nm
single crystal E along 100: 130 GPa
single crystal E along 110: 170 GPa
tip height with E along 100: 0.38 um
tip height with E along 110: 0.29 um
modulus temperature coefficient: -60 ppm/K
heating: 100 K
tip change from softer modulus: 1.9 nm
density: 2330 kg/m3
sag under own weight: 0.0054 nm
fractional loss from large rotation: 3.3e-06 (no unit)
```
